# Why transverse spin current dephases in a clean ferromagnet

**Q.** I inject electrons from a normal metal into a ferromagnet, with their spins perpendicular to the magnetization. The transverse spin current is said to vanish within a few nanometres. But in a clean magnet nothing relaxes the spin, which should simply precess. What does a single electron do?

**A.** As long as both of its spin components can propagate in the magnet, it precesses undamped. Take a flat, specular interface at $x=0$, uniform magnetization for $x>0$, parabolic bands with equal masses, and neither scattering nor spin-orbit coupling. The in-plane wave vector $\mathbf q$ is then conserved, and I label each channel by $u=q^2$. At the Fermi energy the normal wave-vector components are

$$k=\sqrt{K_N^2-u},\qquad k_u=\sqrt{K_u^2-u},\qquad k_d=\sqrt{K_d^2-u},$$

for the contact, the majority spin and the minority spin, with $K_u>K_d$. A negative argument means an evanescent wave, with a positive imaginary root.

A spin perpendicular to the magnetization is an equal superposition of majority and minority components. Let each component arrive as $e^{ikx}$. Continuity of the wave and its slope gives $1+r_\sigma=t_\sigma$ and $k(1-r_\sigma)=k_\sigma t_\sigma$, so $t_\sigma=2k/(k+k_\sigma)$ and $\psi_\sigma=t_\sigma e^{ik_\sigma x}$ inside.

Let $a$ and $b$ be the two spin axes perpendicular to the magnetization. For the spinor $(\psi_u,\psi_d)/\sqrt2$ the combination $\sigma_a-i\sigma_b$ has density $\psi_d^*\psi_u$. Its current, per unit incident particle current, is

$$j=\frac{1}{2k}\left[\psi_d^*(-i\psi_u')+i\psi_d'^{\,*}\psi_u\right].$$

Here $-i\psi_u'=k_u\psi_u$ and $i\psi_d'^{\,*}=k_d^*\psi_d^*$. Inserting the transmission amplitudes gives

$$j=f\,e^{i\Delta x},\qquad \Delta=k_u-k_d^*,\qquad f=\frac{2k(k_u+k_d^*)}{(k+k_u)(k+k_d^*)}.$$

If both spins propagate, $\Delta$ is real and $|j|$ does not depend on depth.

**Q.** Then where does the difference between electrons come from? They all feel the same exchange field.

**A.** They have the same precession frequency but different transit times. Call the exchange splitting $E_x=\hbar^2(K_u^2-K_d^2)/2m$. Since $k_u^2-k_d^2=K_u^2-K_d^2$ in every channel,

$$\Delta=\frac{K_u^2-K_d^2}{k_u+k_d}=\frac{E_x}{\hbar\bar v},\qquad \bar v=\frac{\hbar(k_u+k_d)}{2m}.$$

The angle $\Delta x$ is thus the common frequency $E_x/\hbar$ times the time $x/\bar v$ needed to reach depth $x$. An oblique electron moves more slowly along $x$ and arrives with its spin turned further. Deep inside, the spins in the propagating channels point in many different transverse directions, and their vector sum is small although none of them has shrunk.

**Q.** How do I add them up?

**A.** In a narrow energy window the incoming flux is $v_x\,d^2q\,dk_x=d^2q\,dE/\hbar$. The velocity cancels the one-dimensional density of states, so an isotropically populated contact sends equal flux into equal areas of $\mathbf q$. With $d^2q=\pi\,du$ and total area $\pi K_N^2$, the spin current per unit incident current at zero temperature is

$$C(x)=\frac{1}{K_N^2}\int_0^{K_N^2}f(u)\,e^{i\Delta(u)x}\,du .$$

The simplest case is weak exchange with matched bands, $K_u\approx K_d\approx K_N=K$. Then $f\to1$. With $\mu=\cos\theta$ we have $u=K^2(1-\mu^2)$, and $\Delta x\to a/\mu$, where $a=(K_u-K_d)x$ is the angle at normal incidence. Therefore

$$C=\int_0^1 2\mu\,e^{ia/\mu}\,d\mu=2\int_1^\infty\frac{e^{ias}}{s^3}\,ds=2E_3(-ia),$$

using $s=1/\mu$, where $E_3$ is an exponential integral. One integration by parts gives

$$\int_1^\infty\frac{e^{ias}}{s^3}ds=-\frac{e^{ia}}{ia}+\frac{3}{ia}\int_1^\infty\frac{e^{ias}}{s^4}ds .$$

The last term is of order $1/a^2$, so $C\to(2i/a)e^{ia}$: an oscillation under an envelope $1/x$.

**Q.** Does this survive strong exchange, where the Fermi spheres differ and the interface reflects?

**A.** Yes, with a different coefficient. Write $\Delta'=d\Delta/du$. While both spins propagate,

$$\Delta'=\frac12\left(\frac1{k_d}-\frac1{k_u}\right)>0,\qquad \Delta'(0)=\frac{K_u-K_d}{2K_uK_d}.$$

The phase is therefore smallest at normal incidence, $u=0$. Near that end, use $e^{i\Delta x}=(ix\Delta')^{-1}\,d(e^{i\Delta x})/du$ and integrate by parts. The lower limit enters with a minus sign, and $-1/i=i$:

$$\int_0 f e^{i\Delta x}du\simeq-\frac{f(0)}{ix\Delta'(0)}e^{i\Delta(0)x}=\frac{i f(0)}{x\Delta'(0)}e^{i(K_u-K_d)x}.$$

Dividing by $K_N^2$ and inserting $\Delta'(0)$,

$$C(x)\simeq \frac{iA}{x}\,e^{i(K_u-K_d)x},\qquad A=\frac{2f(0)K_uK_d}{K_N^2(K_u-K_d)}.$$

For $K_u\approx K_d\approx K_N$ this returns $2i/a$, as it must.

The picture is simple. The channels still in step with normal incidence satisfy $u\Delta'(0)x\lesssim1$. They fill a disc in the $\mathbf q$ plane whose area shrinks as $1/x$, and the others cancel among themselves.

The same procedure tells where the law sets in. With $g=f/\Delta'$, the remaining integral is $-(ix)^{-1}\int g'e^{i\Delta x}du$. Its lower limit contributes $(g'/\Delta')(ix)^{-2}=-(g'/\Delta')/x^2$, taken at $u=0$. This equals the first term in size at $x_*=|g'/(g\Delta')|$, so the law needs $x\gg x_*$.

**Q.** You kept one end of the integral. At $u=K_d^2$ the minority wave stops propagating and $\Delta'$ diverges. Why does that rim not contribute?

**A.** Because the evanescent waves continue the propagating ones smoothly. Just inside the rim put $u=K_d^2-\kappa^2$, so $k_d=\kappa$. Just outside put $u=K_d^2+\kappa^2$, so $k_d^*=-i\kappa$. To leading order $k_u$ stays at $\kappa_r=\sqrt{K_u^2-K_d^2}$ and $f$ at its rim value $f_r$. The two sides give

$$2f_re^{i\kappa_rx}\int_0^\infty\kappa e^{-i\kappa x}d\kappa=-\frac{2f_r}{x^2}e^{i\kappa_rx},\qquad
2f_re^{i\kappa_rx}\int_0^\infty\kappa e^{-\kappa x}d\kappa=+\frac{2f_r}{x^2}e^{i\kappa_rx},$$

the first integral being understood with a weak convergence factor. They cancel.

To see that no higher power survives, take $K_N>K_u$ and let $u$ be complex with $\mathrm{Im}\,u>0$. Then

$$\Delta=\sqrt{K_u^2-u}-\sqrt{K_d^2-u}=\int_{K_d^2}^{K_u^2}\frac{dw}{2\sqrt{w-u}} .$$

The argument of $w-u$ lies between $-\pi$ and $0$, so that of $1/\sqrt{w-u}$ lies between $0$ and $\pi/2$, and $\mathrm{Im}\,\Delta>0$. Approaching the real axis from above beyond the rim gives $\sqrt{K_d^2-u}\to-i\kappa$, which is the required $k_d^*$. The denominators of $f$ do not vanish, since all the roots have positive real parts. The path from $0$ to $K_u^2$ can therefore be lifted over the rim, where the integrand is exponentially small. At $u=K_u^2$ it is of order $e^{-\kappa_rx}$, and beyond that both spins are evanescent. All algebraic terms come from the neighbourhood of $u=0$.

A numerical comparison at $x=5000$ nm, for the parameters given below, bears this out. After the $1/x$ and $1/x^2$ terms from $u=0$ are subtracted, propagating waves alone leave a remainder 1.001 times the size of the rim term. With all waves included it is 0.028 times that size.

**Q.** And if the contact has a smaller Fermi sphere than either spin in the magnet?

**A.** For $K_N<K_d$ the integral ends while both spins still propagate. Put $s=K_N^2-u$. Near this edge $k=\sqrt s$, $f\simeq2\sqrt s\,(1/k_u+1/k_d)$ and $\Delta\simeq\Delta_e-\Delta_e's$, where the subscript denotes the edge. The contribution contains

$$\int_0^\infty\sqrt s\,e^{-i\Delta_e'sx}ds=\frac{\sqrt\pi}{2}\,\frac{e^{-3i\pi/4}}{(\Delta_e'x)^{3/2}} .$$

It decays as $x^{-3/2}$, so the $1/x$ term still wins at large depth.

**Q.** If no spin relaxes, where has the angular momentum gone?

**A.** Into the magnetization. Differentiate $j$. The products of first derivatives cancel, and $\psi_\sigma''=-k_\sigma^2\psi_\sigma$ leaves

$$\frac{dj}{dx}=\frac{1}{2k}\left[-i\psi_d^*\psi_u''+i\psi_d''^{\,*}\psi_u\right]=i(K_u^2-K_d^2)\,\frac{\psi_d^*\psi_u}{2k}.$$

The right side is the exchange field acting on the transverse spin density. The reaction to it is a torque on the magnetization. Summed over channels and integrated from the interface to $x$, the torque is set by $C(0)-C(x)$. In one channel with both spins propagating, this integrated torque is proportional to $f(1-e^{i\Delta x})$ and keeps oscillating with depth. In the sum it settles at a definite total, because $C(x)\to0$.

**Q.** Is there an experiment, at least in thought, that tells this from true relaxation?

**A.** An echo. Place a film between identical contacts and reverse the magnetization abruptly in its second half, so that the two spin components do not mix. The potential seen by one spin is then the mirror image of that seen by the other.

First, transmission is the same from both sides. Let $\psi_1$ arrive from the left with transmission $t$, and $\psi_2$ from the right with transmission $t'$, in the same potential. Their Wronskian $\psi_1\psi_2'-\psi_1'\psi_2$ is independent of $x$. It equals $-2ikt'$ on the left and $-2ikt$ on the right, so $t=t'$. Second, reflecting the film turns the left-incident problem of one spin into the right-incident problem of the other. Together these give $t_u=t_d$ in every channel, with multiple reflections and tunnelling included. Then $t_ut_d^*=|t_u|^2$ has no phase left to average.

For a 10 nm film with the parameters below, the transmitted transverse polarization (spin current over transmitted particle current) is 0.104 with uniform magnetization and 1.000 with the second half reversed. The information was stored in the correlation between direction of travel and spin angle. The echo is complete for specular interfaces, equal halves and a reversal that does not mix the spins, either abrupt or across a non-magnetic spacer; interface roughness weakens it. A gradual wall spoils it, because the spin then follows the magnetization. If the magnetization rotates uniformly across a wall in the middle of this film, the polarization is about 0.6 for a wall of 0.5 nm, about 0.3 for 1 nm, and about 0.12 for 3 nm, hardly above the value for the uniform film. Scattering that only removes electrons from the beam, at rates set by the local majority or minority character, lowers the transmitted current but not its polarization. Electrons that are scattered into other channels inside the film and still collected generally weaken the echo.

**Q.** Let me have numbers for something like cobalt.

**A.** I take round free-electron values that illustrate the mechanism and are not fitted to cobalt: majority band depth 4.0 eV, exchange splitting 1.5 eV, hence minority depth 2.5 eV, and a contact with depth 7.0 eV. From $K=\sqrt{2mE}/\hbar$,

$$K_u=10.246,\qquad K_d=8.100,\qquad K_N=13.555\ \text{nm}^{-1}.$$

At cobalt's atomic density these spheres would hold only 0.30 electrons and 0.10 Bohr magnetons per atom, while the real moment is about 1.6 to 1.7. The d electrons that carry most of it are left out, so the lengths below are not predictions for cobalt.

The spatial period at normal incidence is $2\pi/2.146=2.93$ nm. At the minority rim $\Delta=\kappa_r=6.275$ nm$^{-1}$, so the period there is only about 1.0 nm. This spread drives the dephasing. The interface weight and the envelope coefficient are

$$f(0)=\frac{2(13.555)(18.346)}{(23.801)(21.655)}=0.965,\qquad
A=\frac{2(0.965)(10.246)(8.100)}{(13.555)^2(2.146)}=0.406\ \text{nm}.$$

The full integral compares with the envelope as follows.

| $x$ (nm) | $\lvert C\rvert$ | $A/x$ |
|---|---|---|
| 1 | 0.243 | 0.406 |
| 5 | 0.077 | 0.081 |
| 10 | 0.040 | 0.041 |
| 20 | 0.020 | 0.020 |

The onset depth is $x_*=1.5$ nm, so the poor agreement at 1 nm is expected. Compare one channel, $u=30$ nm$^{-2}$: direct integration of the Schrödinger equation gives $|j|=0.938$ at both 0.5 and 1.5 nm.

**Q.** Your current just inside the interface is not 1, I suppose?

**A.** No, $C(0)=0.53-0.22i$, of modulus 0.574. From $r_\sigma=(k-k_\sigma)/(k+k_\sigma)$,

$$1-r_ur_d^*=\frac{(k+k_u)(k+k_d^*)-(k-k_u)(k-k_d^*)}{(k+k_u)(k+k_d^*)}=f .$$

What does not enter is carried away by the reflected wave. The imaginary part comes from channels with at least one evanescent spin, whose reflection turns the spin. Relative to $|C(0)|$, the magnitude left at 10 nm is $0.040/0.574$, or 7 %. Not all of this drop is dephasing, because evanescent waves also die out. The channels in which both spins propagate contribute 0.33 to $C(0)$, and relative to that 12 % is left.

**Q.** Real Fermi surfaces are not spheres. What replaces the formula?

**A.** The channels that survive are those where the spanning vector $\Delta(\mathbf q)$ is stationary. Near such a point, along principal axes, $\Delta\simeq\Delta_0+\tfrac12(h_1q_1^2+h_2q_2^2)$. Each direction gives a Gaussian integral $\sqrt{2\pi/(|h_i|x)}\,e^{i\pi\,\mathrm{sgn}(h_i)/4}$, so

$$\int g\,e^{i\Delta x}d^2q\simeq\frac{2\pi g_0}{x\sqrt{|h_1h_2|}}\,e^{i\Delta_0x+i\pi s/4},\qquad s=\mathrm{sgn}\,h_1+\mathrm{sgn}\,h_2,$$

where $g$ is now the weight per area of $\mathbf q$ and $g_0$ its value at the point. Several such points give several periods, each with a $1/x$ envelope provided $g_0\neq0$. If symmetry forbids transmission at the point and the weight vanishes as $q^2$, that contribution falls as $1/x^2$.

The law changes if a curvature vanishes. Let the minority band have a longitudinal-to-transverse mass ratio $\rho$, so $k_d=\sqrt{K_d^2-\rho u}$, with the majority band unchanged. Then $h_1=h_2=\rho/K_d-1/K_u$, which is zero at $\rho=K_d/K_u=0.79$. The next term of the expansion is

$$\Delta-\Delta_0\simeq\left(\frac{\rho^2}{8K_d^3}-\frac1{8K_u^3}\right)u^2=cu^2,\qquad c=\frac{1}{8K_u^2}\left(\frac1{K_d}-\frac1{K_u}\right),$$

and $\int_0^\infty e^{icxu^2}du=\tfrac12\sqrt{\pi/(cx)}\,e^{i\pi/4}$. The two sheets are locally parallel (nested), and the envelope falls only as $x^{-1/2}$.

The example is not far from this point. With everything else fixed, $\rho=0.9$ multiplies $|C|$ at 10 nm by 1.79, and $\rho=1.1$ multiplies it by 0.68. The coefficient is sensitive because it depends on a small difference of curvatures. For both these ratios the envelope still tends to $1/x$, but as $\rho$ approaches 0.79 from above, that law sets in at ever greater depth. Just below 0.79 the condition $\rho/k_d=1/k_u$ is met at some $u>0$. The phase is then stationary on a whole ring of channels, and the envelope remains $x^{-1/2}$.

**Q.** So would I see the $1/x$ tail in a real cobalt film?

**A.** I would not expect to. One assumption that fails is the absence of scattering. Take rough mean free paths of 10 nm for majority and 1 nm for minority electrons. Each coherent amplitude falls as $e^{-x/2\lambda_\sigma}$, so their product falls as $e^{-x/L}$ with

$$L=\frac{2}{1/10+1/1}=1.8\ \text{nm}.$$

This factor is 0.58 at 1 nm, 0.20 after one precession period and 0.004 at 10 nm, where it would reduce 0.040 to about $2\times10^{-4}$. It is an estimate for normal incidence that ignores electrons scattered back into the current. With these numbers the clean result is at best a rough guide within the first nanometre, where the $1/x$ law has not yet set in. Cobalt also has d bands and several Fermi-surface sheets, which the model omits; I cannot bound that error from a free-electron calculation.

Thermal smearing of the electron energies matters far less. (Heating also shortens the mean free paths, which is not included here.) Per unit depth, the phase at normal incidence falls with energy at the rate

$$\eta=\frac{K_d}{2E_d}-\frac{K_u}{2E_u}=\frac{8.100}{5.0}-\frac{10.246}{8.0}=0.34\ \text{eV}^{-1}\text{nm}^{-1},$$

where $E_u$ and $E_d$ are the band depths. Averaging $e^{-i\eta\varepsilon x}$ over the thermal window $-\partial f_{\rm FD}/\partial\varepsilon$, with $f_{\rm FD}$ the Fermi function, gives the standard factor $(x/L_T)/\sinh(x/L_T)$ with $L_T=1/(\pi k_BT\eta)$. At 300 K, $L_T=36$ nm, and the factor at 10 nm is 0.99.

To look for the algebraic tail you would need a magnet whose mean free paths, for both spins, exceed several precession periods. Interface roughness need not destroy the tail: if it spreads the electrons smoothly over the channels, it changes the weight near normal incidence but not the power law, as long as that weight stays non-zero. The remaining values are in the numerical output.

## Table of computed values

```
majority band depth            4.00 eV
exchange splitting             1.50 eV
minority band depth            2.50 eV
normal-metal band depth        7.00 eV
KU                             10.246 1/nm
KD                             8.100 1/nm
KN                             13.555 1/nm
KU-KD                          2.146 1/nm
precession period, normal inc. 2.928 nm
wave number at minority rim    6.275 1/nm
interface weight f(0)          0.9650
envelope coefficient A in A/x  0.4063 nm
onset depth of 1/x law         1.470 nm
one channel, u=30/nm^2: |j| at 0.5 nm 0.937830
one channel, u=30/nm^2: |j| at 1.5 nm 0.937830
depth nm | Re C | Im C | |C| | A/x
  0.0   0.52852  -0.22440  0.57418 -
  1.0  -0.23442   0.06269  0.24266 0.40630
  2.0   0.08992  -0.13404  0.16140 0.20315
  5.0   0.06592  -0.03944  0.07682 0.08126
 10.0  -0.02502  -0.03120  0.03999 0.04063
 20.0   0.01836   0.00850  0.02023 0.02031
 40.0   0.00841  -0.00568  0.01015 0.01016
shift of C(10 nm), mesh doubled 7.7e-17
misfit at 5000 nm / rim term, all waves   0.028
misfit at 5000 nm / rim term, propagating 1.001
film thickness for echo        10.0 nm
transmitted polarization, uniform film  0.1042
transmitted polarization, reversed half 1.000000
thermal length at 300 K        36.3 nm
thermal factor at 10 nm        0.9875
rough mean free path, majority 10.0 nm
rough mean free path, minority 1.0 nm
coherence length from these    1.82 nm
scattering factor at 1 nm      0.577
scattering factor, one period  0.200
scattering factor at 10 nm     0.0041
|C(10 nm)| change, mass ratio 0.9  x 1.792
|C(10 nm)| change, mass ratio 1.1  x 0.684
mass ratio for nesting, KD/KU  0.7906
evanescent part / total at 1 nm 0.0269
```
